# Electron Tunnelling Attenuation Through One Nanometre of Oxide

## The problem

An oxide film 1 nm thick separates an electrode from a solution or from a second electrode. An electron reaches the film at normal incidence. Its energy lies 3 eV below the conduction-band edge of the oxide, and this gap is the same throughout the film. In the oxide the electron has an effective mass of half the free-electron mass. By what factor does the film attenuate the electron current that tunnels through it?

Let $d$ be the thickness, $\phi$ the barrier height measured from the electron's energy, $m$ the mass in the oxide and $m_0$ the free-electron mass. The oxide is described by one parabolic band, and the electron neither loses energy nor stops at a defect.

## A tempting solution

With $V$ the band edge and $E$ the electron's energy, the Schrödinger equation in the oxide is

$$-\frac{\hbar^2}{2m}\psi''+V\psi=E\psi .$$

Moving $V\psi$ to the right, multiplying by $-2m/\hbar^2$ and writing $V-E=\phi$ gives

$$\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar}. \tag{1}$$

The solution that dies away from the electrode is $e^{-\kappa x}$. The data are

$$m=0.50\,m_0=4.5547\times10^{-31}\ \text{kg},\qquad \phi=4.8065\times10^{-19}\ \text{J},$$

so that

$$\kappa=\frac{\sqrt{2(4.5547\times10^{-31})(4.8065\times10^{-19})}}{1.054572\times10^{-34}}\ \text{m}^{-1}
=\frac{6.6170\times10^{-25}}{1.054572\times10^{-34}}\ \text{m}^{-1}=6.275\times10^{9}\ \text{m}^{-1}.$$

Over 1 nm the exponent is $\kappa d=6.275$, and

$$e^{-\kappa d}=1.88\times10^{-3}.$$

The film therefore seems to pass about one electron in 530.

## Where it goes wrong

Equation (1) and the value of $\kappa$ are right. The fault is in the last sentence, which treats a ratio of wave amplitudes as a ratio of electron numbers. The outgoing wave behind the film carries a current proportional to the square of its amplitude. If the amplitude is reduced by $e^{-\kappa d}$, the current is reduced by

$$P=\left(e^{-\kappa d}\right)^2=e^{-2\kappa d}. \tag{2}$$

The same square appears when the electron passes to an ion in solution and the coupling is weak. To leading order in the coupling, the transfer rate is proportional to the squared magnitude of the coupling matrix element. That element contains the tail of the electrode wave at the far side of the film, hence one factor $e^{-\kappa d}$, and the rate contains two.

There is a second, quieter fault. The phrase "one electron in 530" assumes that the exponential is the whole transmission probability. Yet a wave $e^{-\kappa x}$ alone carries no current. The current density is

$$j=\frac{\hbar}{m}\,\mathrm{Im}\left(\psi^*\psi'\right),$$

and for $\psi=De^{-\kappa x}$ the product is $\psi^*\psi'=-\kappa|D|^2e^{-2\kappa x}$, which is real, so $j=0$. A current needs a growing wave $e^{+\kappa x}$ as well, with a different phase. The exit face supplies it by reflection. In a thick film this wave is negligible at the entrance, but at the exit it is as large as the decaying one. The interfaces thus contribute a factor of their own, which has to be found before $P$ can be read as a count of electrons.

## The right solution

The attenuation of probability, and so of current, is (2):

$$2\kappa d=2\times6.2746=12.549,\qquad P=e^{-12.549}=3.5\times10^{-6}.$$

This is $-54.5$ dB. It is smaller than the tempting answer by a factor of about 530, because the missing factor is another $e^{-\kappa d}$.

The decay constant of the current is $2\kappa=12.55\ \text{nm}^{-1}$. The current falls tenfold when $2\kappa\,\Delta d=\ln10$, which gives

$$\Delta d=\frac{\ln 10}{2\kappa}=0.183\ \text{nm}.$$

The mass matters as much as the height, since both enter under the same root. With the free-electron mass, and thickness and height held fixed, the exponent grows by $\sqrt2$ to 17.747 and the attenuation becomes $2.0\times10^{-8}$. Forgetting the effective mass would make the answer too small by a factor of about 180.

## What the interfaces add

Let the film lie between two equal contacts, in which the electron has mass $m_c$, kinetic energy $K$ and wave number $k=\sqrt{2m_cK}/\hbar$. Where the mass depends on position, the equation that conserves current is

$$\frac{d}{dx}\left(\frac1m\frac{d\psi}{dx}\right)=\frac{2}{\hbar^2}(V-E)\psi .$$

Integrate it across an interface, over a width that shrinks to zero. The right side is finite, so its integral vanishes. Hence $\psi'/m$ is continuous, and so is $\psi$.

To the right of the film there is one outgoing wave, $Fe^{ik(x-d)}$. At $x=d$ it has $\psi=F$ and $\psi'/m_c=ikF/m_c$. Just inside the oxide the slope is therefore

$$\psi'(d)=iqF,\qquad q=\frac{m}{m_c}k.$$

The solution of (1) with this value and slope is

$$\psi(x)=F\left[\cosh\kappa(x-d)+\frac{iq}{\kappa}\sinh\kappa(x-d)\right].$$

At the entrance, $x=0$, cosh is even and sinh is odd, so

$$\psi(0)=F\left[\cosh\kappa d-\frac{iq}{\kappa}\sinh\kappa d\right],\qquad
\psi'(0)=F\left[-\kappa\sinh\kappa d+iq\cosh\kappa d\right].$$

On the left there is an incident and a reflected wave, $Ae^{ikx}+Be^{-ikx}$. The same two conditions give

$$A+B=\psi(0),\qquad iq(A-B)=\psi'(0).$$

Divide the second by $iq$, add the first and halve:

$$\frac AF=\frac12\left[2\cosh\kappa d-\frac{iq}{\kappa}\sinh\kappa d-\frac{\kappa}{iq}\sinh\kappa d\right]
=\cosh\kappa d+\frac i2\left(\frac{\kappa}{q}-\frac{q}{\kappa}\right)\sinh\kappa d,$$

where $-1/i=i$ was used. Now take the squared magnitude and replace $\cosh^2$ by $1+\sinh^2$:

$$\left|\frac AF\right|^2=1+\left[1+\frac14\left(\frac\kappa q-\frac q\kappa\right)^2\right]\sinh^2\kappa d
=1+\frac14\left(\frac\kappa q+\frac q\kappa\right)^2\sinh^2\kappa d .$$

The last step holds because the squares of the sum and of the difference differ by 4. Define

$$r=\frac{q^2}{\kappa^2}=\frac{m^2}{m_c^2}\,\frac{m_cK}{m\phi}=\frac{K/m_c}{\phi/m}.$$

Then $(\kappa/q+q/\kappa)^2=(1+r)^2/r$. The electron has the same speed in both contacts, so the transmission probability is $|F/A|^2$:

$$T=\left[1+\frac{(1+r)^2}{4r}\sinh^2\kappa d\right]^{-1}. \tag{3}$$

**Thick film.** For $\kappa d\gg1$, $\sinh^2\kappa d\approx e^{2\kappa d}/4$, and the 1 in (3) can be dropped:

$$T\approx\frac{16r}{(1+r)^2}\,e^{-2\kappa d}. \tag{4}$$

The prefactor does not contain $d$. If the contacts and the barrier height are held fixed, the slope of $\ln T$ against thickness is $-2\kappa$. This is why the exponential alone deserves the name attenuation. Since $(1+r)^2-4r=(1-r)^2\ge0$, the prefactor is at most 4, reached at $r=1$.

**Thin film.** For $\kappa d\ll1$, $\sinh\kappa d\approx\kappa d$, and (3) tends to 1 as the film vanishes. Formula (4) fails there. For $r=1$ it would exceed 1 when $4e^{-2\kappa d}>1$, that is, when $d<\ln4/(2\kappa)=0.11$ nm. At 1 nm the film is safely in the thick regime.

Two pairs of contacts show the range of the prefactor. With free-electron mass in the contacts, $r=1$ requires $K=\phi m_0/m=6.00$ eV. A solution of the Schrödinger equation on a grid then gives $T=1.42\times10^{-5}$, which is $4P$. For slow electrons in silicon, take $m_c=0.92\,m_0$, the mass normal to a (100) face in two of the six conduction valleys, and $K=k_BT_a=0.0257$ eV at the temperature $T_a=298.15$ K. Then

$$r=\frac{0.0257/0.92}{3.00/0.50}=0.00465,\qquad \frac{16r}{(1+r)^2}=0.074,$$

and the grid solution gives $T=2.6\times10^{-7}$. The two faces share equally in the small prefactor. For a thick film $\cosh\kappa d\approx\sinh\kappa d$, and dividing the expression for $\psi(0)/F$ by that for $A/F$ gives $|\psi(0)/A|^2=4r/(1+r)$. This is 2 for $r=1$ but only 0.019 here: the incident and reflected waves of a slow electron nearly cancel at the face, so little of the wave enters the oxide. At the exit, a slow electron carries little current for a given amplitude. To separate the two faces, let the contacts differ, with $q_1,r_1$ at the entrance and $q_2,r_2$ at the exit. For a thick film $\psi(0)=\tfrac12Fe^{\kappa d}(1-iq_2/\kappa)$ and $\psi'(0)=-\kappa\psi(0)$, so $A=\tfrac12\psi(0)(1+i\kappa/q_1)$. The transmission is $|F/A|^2$ times the ratio of speeds $q_2/q_1=\sqrt{r_2/r_1}$, which gives $T\approx\frac{4\sqrt{r_1}}{1+r_1}\,\frac{4\sqrt{r_2}}{1+r_2}\,e^{-2\kappa d}$. Each face contributes 2 for $r=1$ and 0.27 for slow silicon electrons. Two slow contacts give $0.27^2\approx0.074$, and one slow and one matched contact give 0.54 in either direction. In the other four valleys the mass normal to the face is $0.19\,m_0$, and the same formula gives a prefactor of 0.34. Those valleys also have a large wave vector along the face, and using this prefactor with the same $P$ assumes that the disordered oxide does not conserve it. If it were conserved, the barrier in the one-band model would be higher and the current far smaller. Comparing grid solutions for 1.0 nm and 1.5 nm with these silicon contacts gives a decay constant of 12.5491 nm$^{-1}$, equal to $2\kappa$ to the digits shown.

The same film thus passes one electron in about 70,000 in the first case and one in about four million in the second, while $P$ is the same. An ion in solution is not a plane-wave contact. Its counterpart of the prefactor sits in the electronic coupling, which the data of the problem do not fix.

## A real film: chemical oxide on silicon

An oxidizing wet clean leaves a chemical oxide on silicon, which a later plating bath may meet. A thickness near 1 nm, a barrier near 3 eV and a tunnelling mass near half the free mass are rough typical values for such a film, so the exercise is close to a real case. Real films depart from the model in having a voltage across them, a barrier rounded by polarization, uneven thickness, a more complicated band structure and defects. The first four can be sized by their effect on the exponential, using rough inputs.

**Voltage across the film.** Let the potential energy fall by $eU$ from entrance to exit, with the entrance barrier held at $\phi$. The local barrier is $\phi(x)=\phi-eUx/d$. When $\kappa$ varies slowly, each slice $dx$ reduces the amplitude by $e^{-\kappa(x)dx}$, so $2\kappa d$ is replaced by $S=2\int_0^d\kappa\,dx$. With $\phi(x)$ as the variable, $dx=-(d/eU)\,d\phi(x)$, and

$$S=\frac{2\sqrt{2m}}{\hbar}\frac{d}{eU}\int_{\phi-eU}^{\phi}\sqrt{y}\,dy
=\frac{4\sqrt{2m}\,d}{3\hbar eU}\left[\phi^{3/2}-(\phi-eU)^{3/2}\right].$$

This holds for $eU<\phi$. For $U=0.5$ V the field is 5 MV/cm, roughly half the breakdown field of good thermal silicon dioxide; a chemical oxide may be weaker. The exponent drops from 12.549 to 12.011, so $P$ rises by a factor of 1.7. A grid solution with this sloping barrier and contacts of free mass and $K=6.00$ eV at the entrance agrees with $4e^{-S}$ within 3%.

**Attraction to the silicon.** An electron in the oxide polarizes the silicon, which lowers its energy. Let a charge $Q$ sit at distance $x$ from the interface, and let $s$ be the distance from the charge to a point on the interface. With the normal pointing into the oxide, the normal field of the charge there is

$$E_n=-\frac{Qx}{4\pi\epsilon_0\epsilon_{ox}s^3}.$$

An induced surface charge $\sigma_i$ adds $+\sigma_i/2\epsilon_0$ on the oxide side and $-\sigma_i/2\epsilon_0$ on the silicon side. Continuity of the normal displacement requires

$$\epsilon_{ox}\left(E_n+\frac{\sigma_i}{2\epsilon_0}\right)=\epsilon_s\left(E_n-\frac{\sigma_i}{2\epsilon_0}\right)
\quad\Rightarrow\quad \frac{\sigma_i}{2\epsilon_0}=\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}}E_n .$$

A ring of radius $\rho$ has area $2\pi\rho\,d\rho=2\pi s\,ds$, because $s^2=\rho^2+x^2$. Its potential at the charge is $\sigma_i\,2\pi s\,ds/(4\pi\epsilon_0s)=(\sigma_i/2\epsilon_0)\,ds$. Since $\int_x^\infty ds/s^3=1/(2x^2)$, the total potential is

$$-\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}}\,\frac{Q}{8\pi\epsilon_0\epsilon_{ox}x}.$$

The energy is half the charge times this potential, because the induced charge grows in proportion to $Q$. For $Q=-e$ the energy is $-C/x$, with

$$C=\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}}\,\frac{e^2}{16\pi\epsilon_0\epsilon_{ox}}.$$

Permittivities of 11.7 for silicon and 2.1 for the oxide at optical frequencies give $C=0.119$ eV nm. The barrier $\phi-C/x$ vanishes at $x_0=C/\phi=0.040$ nm. From there on, $\kappa(x)=\kappa\sqrt{1-x_0/x}$. Substituting $x=x_0\cosh^2u$ makes the root $\tanh u$ and $dx=2x_0\cosh u\sinh u\,du$. With $u_d=\operatorname{arccosh}\sqrt{d/x_0}$,

$$\int_{x_0}^{d}\sqrt{1-\frac{x_0}{x}}\,dx=\int_0^{u_d}2x_0\sinh^2u\,du=x_0(\sinh u_d\cosh u_d-u_d)$$

$$=\sqrt{d(d-x_0)}-x_0\operatorname{arccosh}\sqrt{d/x_0}=0.889\ \text{nm}.$$

This effective thickness replaces $d$ in the exponent, and $P$ rises by a factor of about 4. The estimate leaves out polarization of the far side and any change of prefactor. An aqueous solution, whose optical permittivity of about 1.8 is close to that of the oxide, changes the factor little, to about 3.4. A second electrode attracts the electron as well, and summing the repeated images raises the factor to about 13 for silicon and about 20 for a metal. It is also doubtful within an atomic distance of the interface, where a continuous dielectric is a poor description.

**Uneven thickness.** Let the thickness be $d+\delta$, with $\delta$ spread as a Gaussian of standard deviation $\sigma$, and let each patch tunnel as if it were flat. The mean attenuation is $P$ times

$$\int\frac{e^{-\delta^2/2\sigma^2-2\kappa\delta}}{\sqrt{2\pi}\,\sigma}\,d\delta
=e^{2\kappa^2\sigma^2}\int\frac{e^{-(\delta+2\kappa\sigma^2)^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,d\delta=e^{2\kappa^2\sigma^2}.$$

For $\sigma=0.1$ nm the factor is 2.2. The current is centred on patches thinner than the mean by $2\kappa\sigma^2=0.13$ nm. An error of 0.1 nm in the mean thickness itself changes $P$ by a factor of 3.5.

**The band below the gap.** Far below the conduction band, the valence band also shapes the decay. The simplest model couples the two band edges, at energies 0 and $E_g$, by a term $ck$. Its energies obey

$$E(E-E_g)=c^2k^2.$$

Near the upper edge $E\approx E_g$, so $E-E_g\approx c^2k^2/E_g$. Equating this to $\hbar^2k^2/2m$ gives $c^2=\hbar^2E_g/2m$. In the gap put $E=E_g-\phi$ and $k=i\kappa_2$. Then $-(E_g-\phi)\phi=-c^2\kappa_2^2$, and

$$\kappa_2^2=\frac{2m\phi}{\hbar^2}\left(1-\frac{\phi}{E_g}\right).$$

For a gap of 9 eV, $\kappa_2=\kappa\sqrt{2/3}=5.12\ \text{nm}^{-1}$, and $P$ rises by a factor of 10. This correction applies if $0.5\,m_0$ is the mass at the band edge. If the mass was obtained by fitting the parabolic formula to tunnelling through a similar barrier, the effect is already largely contained in it, and adding it would count it twice.

**Temperature.** Heat has little direct effect on $P$. An electron with energy higher by $k_BT_a$ sees a slightly lower barrier, and $P$ rises by 5.5%. For slow silicon electrons the prefactor changes more: at small $r$ it is nearly $16r$, so it about doubles when $K$ rises from $k_BT_a$ to $2k_BT_a$. The Boltzmann factor for passing over the barrier, $e^{-\phi/k_BT_a}$, is about $2\times10^{-51}$, so that route is negligible beside tunnelling.

The corrections for voltage (in the direction chosen), attraction to the silicon, uneven thickness and the two bands all raise $P$. If the first three are treated as independent, their product is about 15. The two-band factor of 10 cannot simply be multiplied in, because it shrinks where the barrier is already lowered, and the slower decay makes uneven thickness matter less. With all four in one exponent, averaged over the thickness, $P$ rises by a factor of about 50 when a solution lies on the far side. With the images of a second electrode included, the factor is about 130 for silicon and about 170 for a metal. The prefactor for slow silicon electrons acts the other way. With silicon on both sides it is 0.074 without a voltage, but about 0.33 with the 0.5 V drop, mainly because the electron then moves faster in the exit contact. Defects can add a path in two shorter steps, which this model does not contain. The answer $3.5\times10^{-6}$ is therefore accurate for the barrier as posed, but for a real chemical oxide these estimates leave it uncertain by roughly one to two powers of ten, even before defects are counted.

## Numbers as computed

```
hbar = 1.054572e-34 J s
free-electron mass = 9.109384e-31 kg
elementary charge = 1.602177e-19 C
oxide thickness = 1.00 nm
barrier height = 3.00 eV = 4.8065e-19 J
oxide mass = 0.50 m0 = 4.5547e-31 kg
sqrt(2 m phi) = 6.6170e-25 kg m/s
kappa = 6.2746e+09 1/m = 6.275 1/nm
kappa d = 6.275
2 kappa d = 12.549
amplitude attenuation = 1.884e-03
PROBABILITY ATTENUATION P = 3.548e-06
P in decibels = -54.5 dB
one electron in = 2.819e+05
thickness per decade = 0.183 nm
2 kappa from formula = 12.5491 1/nm
2 kappa from lattice = 12.5491 1/nm
free mass: 2 kappa d = 17.747
free mass: P = 1.961e-08
temperature = 298.15 K
thermal energy kT = 0.0257 eV
matched contact kinetic energy = 6.00 eV
silicon longitudinal mass = 0.92 m0
matched contacts: r = 1.00000
matched contacts: prefactor = 4.0000
matched contacts: lattice T = 1.419e-05
silicon contacts: r = 0.00465
silicon contacts: prefactor = 0.0738
silicon contacts: lattice T = 2.618e-07
voltage drop = 0.50 V
oxide field = 5.00 MV/cm
biased exponent = 12.011
factor from voltage drop = 1.71
permittivities: silicon 11.7, oxide optical 2.1
image strength C = 0.1193 eV nm
image energy at 0.5 nm = -0.239 eV
image turning distance x0 = 0.0398 nm
image effective thickness = 0.8887 nm
factor from image attraction = 4.04
thickness spread = 0.10 nm
factor from thickness spread = 2.20
oxide gap = 9.0 eV
two-band kappa = 5.123 1/nm
factor from two-band dispersion = 10.00
factor for energy higher by kT = 1.055
factor for oxide thinner by 0.1 nm = 3.51
Boltzmann factor over barrier = 1.9e-51
```
